# The logarithmic dipole potential of a slow two-level atom, part 1

(Sections cited here and not found follow in the second part.)

## First half: the force from the optical Bloch equations

A beam of atoms flies towards a substrate and, shortly before landing, crosses a standing wave of laser light. The light pushes the atoms sideways. If it gathers them near the nodes, they land in lines half a wavelength apart, and each period of the standing wave has acted as a small lens. To find the focus one needs the sideways force at each place. A potential would be the most convenient description, but its existence is not obvious: the atom absorbs light and emits it spontaneously, so its internal motion is damped.

For a slow two-level atom in light of real amplitude, the mean force does have a potential,

$$U=\frac{\hbar\Delta}{2}\ln(1+s),\qquad s=\frac{\Omega^2/2}{\Delta^2+\Gamma^2/4}.$$

Here $\Delta=\omega_L-\omega_0$ is the laser frequency minus the atomic frequency, $\Gamma$ is the decay rate of the excited state, and $\Omega(\mathbf r)$ is the Rabi frequency, which measures the coupling to the light at position $\mathbf r$. The number $s$ is the detuned saturation parameter. Atomic units are used in the algebra, so $\hbar=1$ from here on.

### Hamiltonian and force

The atom has a ground state $|g\rangle$ and an excited state $|e\rangle$. Its centre is treated as a classical point, which requires a wave packet much narrower than the optical wavelength. With the ground-state energy set to zero, light of real amplitude gives

$$H_{\rm lab}=\omega_0|e\rangle\langle e|+\Omega(\mathbf r)\cos(\omega_Lt)\big(|e\rangle\langle g|+|g\rangle\langle e|\big).$$

Write the excited amplitude as $c_e=\tilde c_e e^{-i\omega_Lt}$. The Schrödinger equation $i\dot c_e=\omega_0c_e+\Omega\cos(\omega_Lt)c_g$ becomes

$$i\dot{\tilde c}_e=(\omega_0-\omega_L)\tilde c_e+\frac{\Omega}{2}\big(1+e^{2i\omega_Lt}\big)c_g .$$

The term at twice the optical frequency averages out when $|\Delta|$, $\Omega$ and $\Gamma$ are all much smaller than $\omega_L$. Dropping it is the rotating-wave approximation, and it leaves

$$H=-\Delta|e\rangle\langle e|+\frac{\Omega(\mathbf r)}{2}\big(|e\rangle\langle g|+|g\rangle\langle e|\big).$$

The momentum obeys $d\mathbf p/dt=i[H,\mathbf p]=-\nabla H$. The recoil of spontaneous emission adds nothing to the mean force, because opposite emission directions are equally likely. Assume that $\Delta$ does not depend on position. With density matrix $\rho$, the mean force is then

$$\mathbf F=-\mathrm{Tr}(\rho\nabla H)=-\frac{\nabla\Omega}{2}(\rho_{ge}+\rho_{eg})=-\nabla\Omega\,\mathrm{Re}\,\rho_{eg},$$

since $\rho_{ge}=\rho_{eg}^*$. The gradient acts on the Hamiltonian and not on $\rho$. This distinction matters below.

### Equations of motion of the internal state

The matrix elements of $H$ are $H_{gg}=0$, $H_{ee}=-\Delta$ and $H_{eg}=H_{ge}=\Omega/2$. The two commutators needed are

$$[H,\rho]_{eg}=H_{eg}\rho_{gg}+H_{ee}\rho_{eg}-\rho_{ee}H_{eg}-\rho_{eg}H_{gg}=-\Delta\rho_{eg}+\frac{\Omega}{2}(\rho_{gg}-\rho_{ee}),$$

$$[H,\rho]_{ee}=H_{eg}\rho_{ge}-\rho_{eg}H_{ge}=\frac{\Omega}{2}(\rho_{ge}-\rho_{eg})=-i\Omega\,\mathrm{Im}\,\rho_{eg}.$$

Spontaneous emission removes excited population at the rate $\Gamma$. The excited amplitude therefore decays at $\Gamma/2$, and so does the coherence $\rho_{eg}$, which contains one excited amplitude. Collisions and laser phase noise would damp the coherence further; they are left out. Multiplying the commutators by $-i$ and adding the decay gives the optical Bloch equations:

$$\dot\rho_{eg}=\Big(i\Delta-\frac{\Gamma}{2}\Big)\rho_{eg}-\frac{i\Omega}{2}(\rho_{gg}-\rho_{ee}),$$

$$\dot\rho_{ee}=-\Gamma\rho_{ee}-\Omega\,\mathrm{Im}\,\rho_{eg},\qquad \rho_{gg}+\rho_{ee}=1.$$

### Steady state

Let $W=\rho_{gg}-\rho_{ee}$ and $D=\Delta^2+\Gamma^2/4$. Setting $\dot\rho_{eg}=0$ gives

$$\rho_{eg}=\frac{i(\Omega/2)W}{i\Delta-\Gamma/2}.$$

Multiply numerator and denominator by $-i\Delta-\Gamma/2$. The denominator becomes $\Delta^2+\Gamma^2/4=D$, and in the numerator $i(-i\Delta-\Gamma/2)=\Delta-i\Gamma/2$. Hence

$$\rho_{eg}=\frac{\Omega W}{2D}\Big(\Delta-\frac{i\Gamma}{2}\Big),\qquad \mathrm{Im}\,\rho_{eg}=-\frac{\Gamma\Omega W}{4D}.$$

The condition $\dot\rho_{ee}=0$ now reads

$$\Gamma\rho_{ee}=-\Omega\,\mathrm{Im}\,\rho_{eg}=\frac{\Gamma\Omega^2W}{4D}.$$

Since $s=\Omega^2/(2D)$, this means $\rho_{ee}=sW/2$. Conservation of probability gives $W=1-2\rho_{ee}=1-sW$, so

$$W=\frac{1}{1+s},\qquad \rho_{ee}=\frac{s}{2(1+s)},\qquad \mathrm{Re}\,\rho_{eg}=\frac{\Omega\Delta}{2D(1+s)}.$$

The excited population approaches one half in strong light. The coherence first grows with $\Omega$ and then falls, because it is proportional to the population difference $W$.

### Integration

Inserting the coherence into the force gives

$$\mathbf F=-\frac{\Delta}{2}\,\frac{\Omega\nabla\Omega}{D}\,\frac{1}{1+s}.$$

Because $D$ is uniform, $\nabla s=\Omega\nabla\Omega/D$. Therefore

$$\mathbf F=-\frac{\Delta}{2}\,\frac{\nabla s}{1+s}.$$

Along a small step $d\mathbf r$ the work is $\mathbf F\cdot d\mathbf r=-(\Delta/2)\,ds/(1+s)$. It depends on the change of $s$ alone, so the total work between two points is independent of the path. With $U=0$ in the dark,

$$U=\frac{\Delta}{2}\int_0^s\frac{ds'}{1+s'}=\frac{\Delta}{2}\ln(1+s),\qquad \mathbf F=-\nabla U .$$

A numerical test computed the steady state from the master equation and integrated its force. With $\Gamma=1$, $\Delta=1.5$ and $\Omega=3\sin x\,e^{-z^2/4}$, the path ran from $(x,z)=(0.2,-0.5)$ to $(1.3,0.7)$. The straight path and a path with a corner at $(1.3,-0.5)$ both gave the work $-0.581697$, and so did the logarithm.

For blue detuning, $\Delta>0$, the potential is highest where the light is strongest, and atoms are driven towards the nodes. For red detuning they are driven towards the antinodes. The sign follows from the interaction energy $\Omega\,\mathrm{Re}\,\rho_{eg}$, which has the sign of $\Delta$: above resonance the induced dipole oscillates against the field, as a driven oscillator does above its own frequency.

In weak light $\ln(1+s)\simeq s$, so $U\simeq\Delta\Omega^2/(4D)$. If also $|\Delta|\gg\Gamma$, this becomes the light shift $\Omega^2/(4\Delta)$. In strong light, $s\gg1$, the force tends to $-(\Delta/2)\nabla s/s=-\Delta\,\nabla\ln|\Omega|$. Raising the laser power everywhere by one factor then leaves the force unchanged where this limit holds. On resonance the mean dipole force vanishes.

### Why the potential is not the mean internal energy

The mean of $H$ in the steady state is

$$\langle H\rangle=-\Delta\rho_{ee}+\Omega\,\mathrm{Re}\,\rho_{eg}=-\frac{\Delta s}{2(1+s)}+\frac{\Delta s}{1+s}=\frac{\Delta}{2}\,\frac{s}{1+s}.$$

This saturates at $\Delta/2$, whereas $U$ keeps growing. For an atom moving with velocity $\mathbf v$,

$$\frac{d\langle H\rangle}{dt}=\mathrm{Tr}(\dot\rho H)+\mathbf v\cdot\mathrm{Tr}(\rho\nabla H)=\mathrm{Tr}(\dot\rho H)-\mathbf v\cdot\mathbf F .$$

The last term is mechanical work. In the first term the Hamiltonian part of $\dot\rho$ drops out, because $\mathrm{Tr}([H,\rho]H)=0$. What remains is energy exchanged through spontaneous emission. The function $U$ is thus a potential for the mean motion, not the energy stored in the atom.

### Conditions on the light

A phase that varies in space breaks the result. Replace $H_{eg}$ by $(\Omega/2)e^{ikx}$ with uniform $\Omega$. The coherence becomes $\rho_{eg}=e^{ikx}\bar\rho_{eg}$, where $\bar\rho_{eg}$ is the solution found above. Then

$$F_x=-2\,\mathrm{Re}\Big(\frac{ik\Omega}{2}\bar\rho_{ge}\Big)=-k\Omega\,\mathrm{Im}\,\bar\rho_{eg}=k\Gamma\rho_{ee}.$$

The second equality uses $\mathrm{Re}(i\bar\rho_{ge})=-\mathrm{Im}\,\bar\rho_{ge}=\mathrm{Im}\,\bar\rho_{eg}$, and the third is the steady-state population equation. This is radiation pressure: one photon momentum $k$ per scattered photon. It exists although $s$ is uniform, so $U$ does not contain it. For $\Gamma=1$, $\Omega=1.2$ and $\Delta=1.5$ the master equation gave $0.1118\,k$, equal to $k\Gamma\rho_{ee}$. An ideal standing wave has a real amplitude and avoids this term.

A varying detuning also breaks the result. Suppose a further field shifts the excited level. The force then gains $\rho_{ee}\nabla\Delta$. With $Q=2D+\Omega^2$,

$$\mathbf F=\frac{\Omega^2}{2Q}\nabla\Delta-\frac{\Delta\Omega}{Q}\nabla\Omega .$$

The curl is $\nabla\Omega\times\nabla\Delta$ times the sum

$$\frac{\partial}{\partial\Omega}\frac{\Omega^2}{2Q}+\frac{\partial}{\partial\Delta}\frac{\Delta\Omega}{Q}=\frac{2D\Omega}{Q^2}+\frac{\Omega(Q-4\Delta^2)}{Q^2}=\frac{\Omega(\Gamma^2+\Omega^2)}{Q^2}.$$

It does not vanish where the two gradients point in different directions and $\Omega\neq0$. In that case no potential exists.

### How slow the atom must be

Define $R_1=2\,\mathrm{Re}\,\rho_{eg}$, $R_2=2\,\mathrm{Im}\,\rho_{eg}$ and $R_3=\rho_{ee}-\rho_{gg}$. The Bloch equations become

$$\dot R_1=-\tfrac{\Gamma}{2}R_1-\Delta R_2,\quad \dot R_2=\Delta R_1-\tfrac{\Gamma}{2}R_2+\Omega R_3,\quad \dot R_3=-\Gamma(R_3+1)-\Omega R_2 .$$

Let $\boldsymbol\delta$ be the difference of two solutions. The terms in $\Delta$ and $\Omega$ cancel in its squared length:

$$\frac{d|\boldsymbol\delta|^2}{dt}=-\Gamma(\delta_1^2+\delta_2^2+2\delta_3^2)\le-\Gamma|\boldsymbol\delta|^2 .$$

The memory of the initial state therefore fades at least as fast as $e^{-\Gamma t/2}$. For a moving atom the local steady state $\mathbf R_0(\mathbf r)$ itself changes at the rate $(\mathbf v\cdot\nabla)\mathbf R_0$. The deviation $\mathbf q=\mathbf R-\mathbf R_0$ is driven by this change and damped as above, so once the initial state is forgotten

$$|\mathbf q|\le\frac{2}{\Gamma}\max\big|(\mathbf v\cdot\nabla)\mathbf R_0\big| .$$

For moderate saturation $\mathbf R_0$ varies over a distance $1/k$, and the atom is slow when $kv\ll\Gamma$. The leading correction to the force is linear in velocity; it is a friction or an antifriction, and no potential describes it. In a test with $\Gamma=1$, $\Delta=2$ and $\Omega=1.5\sin kx$, the deviation of $R_1$ at $kx=\pi/4$ grew by a factor $1.992$ when $kv$ was doubled from $0.005$ to $0.01$.

## Second half: dressed levels, and the lens

The symbols are those of the first half: $\Delta$ is the laser frequency minus the atomic frequency, $\Gamma$ the decay rate, $\Omega(\mathbf r)$ the real Rabi frequency, $D=\Delta^2+\Gamma^2/4$ and $s=\Omega^2/(2D)$. With $\hbar=1$ the Hamiltonian is $H=-\Delta|e\rangle\langle e|+(\Omega/2)(|e\rangle\langle g|+|g\rangle\langle e|)$. The Bloch equations gave $\rho_{ee}=s/[2(1+s)]$ and the mean force $-\nabla U$ with $U=(\Delta/2)\ln(1+s)$. The second derivation starts from energy levels and treats emission as a cause of jumps between them.

### Levels and their slopes

The eigenvalues of $H$ satisfy $\lambda(\lambda+\Delta)-\Omega^2/4=0$, so

$$\lambda_\pm=\frac{-\Delta\pm\Omega'}{2},\qquad \Omega'=\sqrt{\Delta^2+\Omega^2}.$$

Define an angle by $\cos2\theta=\Delta/\Omega'$ and $\sin2\theta=\Omega/\Omega'$. The eigenstates, called dressed states, are

$$|+\rangle=\cos\theta\,|g\rangle+\sin\theta\,|e\rangle,\qquad |-\rangle=-\sin\theta\,|g\rangle+\cos\theta\,|e\rangle .$$

For $\Delta>0$ the state $|+\rangle$ becomes the ground state in the dark; for $\Delta<0$ the state $|-\rangle$ does. An atom that stays in one level feels minus the slope of that level:

$$\mathbf F_\pm=-\nabla\lambda_\pm=\mp\frac{\Omega\nabla\Omega}{2\Omega'} .$$

The two forces are opposite. The mean force therefore depends on how the atom divides its time between the levels.

The Bloch equations have given the mean force on a slow atom as $-\nabla U$ with $U=(\Delta/2)\ln(1+s)$, and the two dressed levels have been found to exert opposite forces. It remains to find how the atom divides its time between these levels, to derive the mean force again from that, and to apply the potential to a lens.
